# Counting Equal-Mass Hard-Sphere Collisions from 100 keV to 25 eV

## The question

An atom of mass $m$ and kinetic energy $E_0=100$ keV enters a solid made of atoms of the same mass. It is followed through successive collisions until its energy first falls below $E_c=25$ eV, a rough customary value for the energy needed to displace an atom from its lattice site.

In parts (a) to (f) the atoms are smooth, hard spheres and the collisions are elastic. Each target is initially free and at rest. Impact points are independent and uniformly distributed over the collision disc. No energy is lost between collisions. The atom followed is always the incident one, even when the struck atom leaves with more energy.

The symbols $E$ and $E'$ denote the incident atom's energy before and after one collision. The distance between centres at contact is $D$, and the impact parameter is $p$, with $0\le p\le D$. Energies are in eV or keV and lengths in nm.

## Part (a): one collision

**Question.** Find $E'/E$ as a function of $p/D$.

**Model answer.** Let $\mathbf v$ be the incident velocity and $\mathbf n$ the unit vector from the incident centre to the target centre at contact. Smooth spheres exert no tangential force, so the target leaves with velocity $w\mathbf n$. Since the masses are equal, momentum conservation gives
$$\mathbf v'=\mathbf v-w\mathbf n .$$

Energy conservation, after division by $m/2$, gives
$$v^2=|\mathbf v-w\mathbf n|^2+w^2
=v^2-2w\,\mathbf v\cdot\mathbf n+2w^2 .$$
Hence $w(w-\mathbf v\cdot\mathbf n)=0$. The root $w=0$ means that no collision took place. The other root is $w=\mathbf v\cdot\mathbf n$: the target takes the whole velocity component along the line of centres.

Let $\alpha$ be the angle between $\mathbf v$ and $\mathbf n$. Then $w=v\cos\alpha$, and the energy equation gives
$$\frac{E'}{E}=\frac{v^2-w^2}{v^2}=1-\cos^2\alpha=\sin^2\alpha .$$
At contact the centres are a distance $D$ apart, and their separation perpendicular to $\mathbf v$ is $p=D\sin\alpha$. Therefore
$$\boxed{\frac{E'}{E}=\frac{p^2}{D^2}} .$$

A head-on collision, $p=0$, stops the incident atom. A grazing one, $p=D$, leaves its energy unchanged. The missing energy $E-E'$ is carried by the struck atom and remains in the solid.

## Part (b): the distribution of energies

**Question.** Find the probability distribution of $s=E'/E$. Show that it corresponds to isotropic scattering in the centre-of-mass frame.

**Model answer.** The condition $p^2/D^2\le s$ selects a disc of radius $D\sqrt s$. Since impact points are uniform in area,
$$P\!\left(\frac{E'}{E}\le s\right)=\frac{\pi D^2s}{\pi D^2}=s,\qquad 0\le s\le1 .$$
The derivative is 1, so $s$ is uniform on $(0,1)$. Its mean is $\int_0^1 s\,ds=1/2$. The diameter has cancelled, so $D$ may differ from one energy to another without changing this distribution.

For the angular statement, the centre of mass moves at $\mathbf v/2$. Before the collision the relative velocity is $\mathbf v$. Afterwards it is a vector $\mathbf g'$ of the same length $v$, turned through the centre-of-mass scattering angle $\theta$. The incident atom then has velocity $\mathbf v'=(\mathbf v+\mathbf g')/2$, so
$$\frac{E'}{E}=\frac{|\mathbf v+\mathbf g'|^2}{4v^2}
=\frac{2+2\cos\theta}{4}=\cos^2\frac{\theta}{2}.$$
This relation holds for any elastic equal-mass collision with a target at rest. It gives $\cos\theta=2s-1$. For hard spheres $s$ is uniform on $(0,1)$, so $\cos\theta$ is uniform on $(-1,1)$. The azimuth is uniform because the disc is symmetric. As the element of solid angle is $d(\cos\theta)\,d\phi$ in magnitude, the scattering is isotropic.

## Part (c): the logarithmic loss

**Question.** Find the mean and the probability density of $x=\ln(E/E')$.

**Model answer.** Since $x=-\ln s$ and $s$ has unit density,
$$\langle x\rangle=-\int_0^1\ln s\,ds=\left[s-s\ln s\right]_0^1=1 ,$$
where $s\ln s\to0$ as $s\to0$. The mean logarithmic loss per collision is therefore one, with natural logarithms.

For $y\ge0$,
$$P(x>y)=P(s<e^{-y})=e^{-y}.$$
Minus the derivative gives the density $e^{-y}$. The logarithmic loss is exponentially distributed, and its distribution does not depend on the energy before the collision.

A mean loss of one does not mean that the mean energy falls by a factor $e$. The mean energy falls by a factor 2, as part (b) showed. The logarithm gives greater weight to the collisions that nearly stop the atom.

## Part (d): the quick estimate

**Question.** Estimate the number of collisions from 100 keV to 25 eV by following the mean logarithm of the energy. Compare it with the number at which the mean energy reaches 25 eV.

**Model answer.** For this calculation let the collisions continue without a stopping rule. After $n$ of them,
$$\ln E_n=\ln E_0-\sum_{i=1}^n x_i,
\qquad \langle\ln E_n\rangle=\ln E_0-n .$$
Setting the mean equal to $\ln E_c$ gives
$$n=u\equiv\ln\frac{E_0}{E_c}=\ln\frac{100\,000}{25}=\ln4000=8.294 .$$
The estimate is about 8.3 collisions.

The energy itself is $E_n=E_0s_1s_2\cdots s_n$. The factors are independent, so the mean of the product is the product of the means:
$$\langle E_n\rangle=\frac{E_0}{2^n}.$$
This equals $E_c$ when $n=\log_2 4000=11.97$. The second number is larger because histories that have kept much of their energy weigh more in the mean energy than in the mean logarithm.

Both numbers locate an average of the energy after a fixed number of collisions. Neither has yet been shown to be the mean number at which individual atoms first cross 25 eV.

## Part (e): the first crossing

**Question.** Let $M(E)$ be the mean number of collisions that an atom of energy $E>E_c$ needs to fall below $E_c$. Derive and solve an equation for $M(E)$. What does the estimate of part (d) count?

**Model answer.** One collision is certainly needed. After it, $E'$ has density $1/E$ on $(0,E)$. If $E'<E_c$, the count is finished. If $E'>E_c$, a further $M(E')$ collisions are needed on average. Thus
$$M(E)=1+\frac1E\int_{E_c}^{E}M(E')\,dE' .$$
The mean is finite: as long as the atom is above threshold, each collision has a probability of at least $E_c/E_0$ of taking it below.

Multiply by $E$ and differentiate:
$$EM=E+\int_{E_c}^{E}M(E')\,dE',\qquad
M+E\frac{dM}{dE}=1+M .$$
The terms $M$ cancel, leaving $dM/dE=1/E$. As $E$ approaches $E_c$ from above, the integral vanishes and $M\to1$. Integration from $E_c$ gives
$$\boxed{M(E_0)=1+\ln\frac{E_0}{E_c}}=1+8.294=9.294 .$$

So about 9.3 collisions are needed on average. The last of them takes the atom below threshold, and all the earlier ones leave it above. The quick estimate of 8.3 is therefore the mean number of collisions after which the atom is still above 25 eV.

The extra collision can be traced to overshoot. Suppose the crossing collision starts from some energy $E>E_c$. Its outcome is uniform on $(0,E)$. Given that it lies below $E_c$, it is uniform on $(0,E_c)$, whatever $E$ was. By the integral of part (c), the mean of $\ln(E_c/E')$ is then 1. The atom loses on average $u+1$ units of logarithmic energy, not $u$, by the time it is counted as having crossed. Its mean energy just after crossing is $E_c/2=12.5$ eV.

Two limits show when the distinction matters. For $E_0$ just above $E_c$, the quotient $u$ tends to zero although one collision is still required. For $E_0\gg E_c$, the quotient falls short of the true mean by the fraction $1/(1+u)$, which decreases slowly. Here it is $1/9.294$, or about 11%.

## Part (f): the spread between atoms

**Question.** Find the distribution of the number $N$ of collisions needed to cross $E_c$, and its standard deviation. What is the chance that eight collisions suffice?

**Model answer.** Let $S_n=x_1+\cdots+x_n$ be the total logarithmic loss after $n\ge1$ collisions. Its density is
$$f_n(y)=\frac{y^{n-1}e^{-y}}{(n-1)!},\qquad y>0 .$$
For $n=1$ this is the exponential density of part (c). If it holds for $n$, adding one independent loss gives
$$f_{n+1}(y)=\int_0^y\frac{z^{n-1}e^{-z}}{(n-1)!}\,e^{-(y-z)}\,dz
=\frac{e^{-y}}{(n-1)!}\int_0^y z^{n-1}dz=\frac{y^ne^{-y}}{n!},$$
which is the same form with $n+1$ in place of $n$. The formula follows by induction.

The crossing occurs at collision $n+1$ if $S_n=z<u$ and the next loss exceeds $u-z$. The latter has probability $e^{-(u-z)}$, so
$$P(N=n+1)=\int_0^u f_n(z)e^{-(u-z)}dz=\frac{u^n}{n!}e^{-u}.$$
For $n=0$ the first loss must exceed $u$, which has probability $e^{-u}$, so the formula holds there too. Thus $K=N-1$ has a Poisson distribution.

Its first two factorial moments are
$$\langle K\rangle=e^{-u}\sum_{n\ge1}\frac{u^n}{(n-1)!}=u,\qquad
\langle K(K-1)\rangle=e^{-u}\sum_{n\ge2}\frac{u^n}{(n-2)!}=u^2 .$$
The variance is $\langle K(K-1)\rangle+\langle K\rangle-\langle K\rangle^2=u^2+u-u^2=u$. Adding one to $K$ does not change the spread, so
$$\langle N\rangle=1+u=9.294,\qquad \sigma_N=\sqrt u=2.880 .$$

Eight collisions suffice if $K\le7$:
$$P(N\le8)=e^{-u}\sum_{n=0}^{7}\frac{u^n}{n!}=0.413 .$$
Although 8.3 is a fair estimate of the mean, about 59% of the atoms need more than eight collisions.

A simulation of 200 000 histories, using the vector collision rule of part (a), gave a mean of 9.305, a standard deviation of 2.882 and a chance of 0.412. The standard error of the simulated mean is $2.880/\sqrt{200\,000}=0.0064$. The difference of 0.011 from the formula is thus 1.7 standard errors, compatible with sampling noise.

## Part (g): a copper atom in copper

**Question.** Apply the result to a 100 keV copper atom in copper. Use the soft-potential model below to judge the hard-sphere count, and size the electronic loss and the thermal motion of the targets.

*Soft-potential model.* For copper $Z=29$, and the repulsion is the Ziegler–Biersack–Littmark universal potential
$$V(r)=\frac{Z^2e^2}{4\pi\varepsilon_0r}\,\varphi\!\left(\frac ra\right),\qquad
a=\frac{0.8854\,a_0}{2Z^{0.23}},$$
$$\varphi(q)=0.1818e^{-3.2q}+0.5099e^{-0.9423q}+0.2802e^{-0.4029q}+0.02817e^{-0.2016q},$$
where $a_0$ is the Bohr radius. With equal masses the centre-of-mass energy is $E/2$, and the scattering angle is
$$\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-2V(r)/E-p^2/r^2}},$$
where $r_0$ is the distance of closest approach. The energy ratio is $\cos^2(\theta/2)$, from part (b).

The lattice constant is roughly 0.36 nm, with four atoms per cubic cell. The atom density is $\rho=4/0.36^3=85.7$ nm$^{-3}$. One encounter is assigned to each length $\rho^{-1/3}=0.227$ nm. Impact points are uniform over a disc whose area is that of one atom, $\rho^{-2/3}$, so the largest impact parameter is $0.227/\sqrt\pi=0.128$ nm.

Electronic loss per unit length follows the Lindhard–Scharff model,
$$S_e=8\pi\rho\,\frac{e^2a_0}{4\pi\varepsilon_0}\,
\frac{Z^{1/6}Z^2}{(2Z^{2/3})^{3/2}}\,\frac{v}{v_0},$$
where $v_0$ is the Bohr velocity.

**Model answer.** The soft potential gives these mean logarithmic losses per encounter:

- 0.0076 at 100 keV
- 0.064 at 10 keV
- 0.29 at 1 keV

Hard spheres give 1 at every energy. At 100 keV the soft value is smaller by a factor of about 130. These per-encounter values, and this factor, belong to the chosen disc: the outermost encounters at high energy add almost no loss, so doubling the disc area roughly halves each value (to 0.0038 at 100 keV). Since $x$ is never negative, the probability of a loss $x\ge1$ cannot exceed $\langle x\rangle=0.0076$. More than 99% of the encounters at that energy therefore lose less than one logarithmic unit. Most are glancing, whereas hard-sphere scattering is isotropic.

Averages over 800 histories give $198\pm3$ encounters to cross 25 eV without electronic loss, and $164\pm2$ with it; the uncertainties are standard errors. The second count is about 18 times the hard-sphere mean of 9.3. It depends on the chosen disc, because a wider disc would include weaker encounters. A less arbitrary measure is the path length, $164\times0.227\approx37$ nm.

The small hard-sphere count does not by itself imply a much greater energy loss per unit length, because hard collisions are farther apart. To see this, choose $D$ as the head-on distance of closest approach. There the relative motion stops, so $V(D)=E/2$. At 100 keV this gives $D=0.0104$ nm and a mean free path
$$\lambda=\frac{1}{\rho\pi D^2}=34.5\ \text{nm},$$
evaluated with unrounded $D$. The hard-sphere loss rate is then $(E_0/2)/\lambda=50\,000/34.5\approx1450$ eV/nm. The soft potential gives 2443 eV/nm, larger by a factor of 1.7. The mean loss per encounter differs much more: 50 000 eV for hard spheres against $2443\times0.227\approx555$ eV for the soft potential, a factor of about 90. Unlike the loss rate, this factor depends strongly on which weak encounters the chosen disc includes.

Electronic loss is not negligible. At 100 keV it is 743 eV/nm, or $743/(743+2443)\approx23\%$ of the total initial rate in the soft model. If that rate were maintained over $\lambda$, the loss would be 25.7 keV, about a quarter of the starting energy. The assumption that no energy is lost between hard collisions therefore fails at the start of this history.

At the low-energy end a different assumption fails. The head-on distance at 25 eV is 0.168 nm, which exceeds the disc radius of 0.128 nm; it passes that radius already at about 94 eV. The discs of neighbouring atoms would overlap, so a sequence of separate two-body collisions is doubtful. Binding of the target is also no longer small beside the energy of the moving atom. The soft model shares these faults, and it ignores the ordered arrangement of the crystal. Its counts measure the effect of soft scattering; they are not measured properties of copper.

Thermal motion is a minor matter by comparison. The classical mean kinetic energy at 300 K is $3k_BT/2=0.039$ eV, less than 0.2% of even the final 25 eV.

The threshold is uncertain too, since displacement energies in metals are typically a few tens of eV and depend on direction. The logarithm makes this uncertainty mild: doubling $E_c$ to 50 eV lowers the hard-sphere mean by $\ln2\approx0.7$ collision.

For a real 100 keV copper atom, then, 8.3 or 9.3 should not be read as the number of atoms it encounters. The hard-sphere result applies where scattering is nearly isotropic, collisions are separate and other losses are small. This copper example violates the first and third conditions at high energy and the second below roughly 100 eV. The computed values are collected in the numerical output.

## Numbers as computed

```
Starting energy E0: 100 keV
Final threshold Ec: 25 eV
Energy ratio E0/Ec: 4000
Mean ln(E/E') per collision, from mechanics: 1.000000
Mean E'/E per collision, from mechanics: 0.500000
Simple quotient ln(E0/Ec): 8.294 collisions
Mean crossing number, 1+ln(E0/Ec): 9.294 collisions
Mean crossing number, integral equation: 9.294 collisions
Mean crossing number, simulated: 9.305 collisions
Number of simulated hard-sphere histories: 200000
Standard deviation, formula: 2.880 collisions
Standard deviation, simulated: 2.882 collisions
Chance of crossing within 8 collisions, formula: 0.413
Chance of crossing within 8 collisions, simulated: 0.412
Mean energy just after crossing, simulated: 12.52 eV
Collisions for the mean energy to reach Ec: 11.97
Copper lattice constant, rough input: 0.36 nm
Copper atomic mass, input: 63.55 u
Copper atom density: 85.7 per nm^3
Atomic spacing used per encounter: 0.227 nm
Largest impact parameter used: 0.128 nm
Soft potential, mean ln(E/E') at 100 keV: 0.0076
Soft potential, mean ln(E/E') at 10 keV: 0.0640
Soft potential, mean ln(E/E') at 1 keV: 0.2948
Nuclear energy loss at 100 keV, integral: 2443 eV/nm
Nuclear energy loss at 100 keV, fit formula: 2460 eV/nm
Electronic energy loss at 100 keV: 743 eV/nm
Number of soft histories in each run: 800
Soft encounters to cross Ec, no electronic loss: 198
Soft encounters to cross Ec, with electronic loss: 164
Standard error of that mean, without electronic loss: 2.9
Standard error of that mean, with electronic loss: 2.2
Head-on closest approach at 100 keV: 0.0104 nm
Head-on closest approach at 25 eV: 0.1684 nm
Hard-sphere free path at 100 keV: 34.5 nm
Electronic loss over that path, at the initial rate: 25.7 keV
Mean thermal kinetic energy at 300 K: 0.039 eV
```
